# Wick's Theorem for Fermions: Permutation Signs, Pfaffian and Determinant of Propagators

**Q.** Perturbation theory for the S-matrix produces time-ordered products of many fermion fields. You evaluate them by pairing fields and attaching signs. Why should pairs be enough, and for which operators?

**A.** For operators that are linear in creators and annihilators. Let \(b_k\) annihilate the vacuum, \(b_k|0\rangle=0\), with \(\{b_k,b_l^\dagger\}=\delta_{kl}\) and \(\{b_k,b_l\}=0\). Take

\[
A_i=a_i+c_i,\qquad a_i=\sum_k x_{ik}b_k,\qquad c_i=\sum_k y_{ik}b_k^\dagger ,
\]

where the coefficients are ordinary numbers. Free fields in the interaction picture have this form, with the time dependence in the coefficients. Two annihilating parts anticommute, as do two creating parts. The one nontrivial anticommutator is a number:

\[
\{a_i,c_j\}=\sum_k x_{ik}y_{jk}\equiv C_{ij}.
\]

Reordering can therefore remove two operators and leave a number. It never produces a new operator.

**Q.** Reordering towards what?

**A.** Towards the normal product \(N\). For a string of pure parts, \(N\) moves all creating parts to the left of all annihilating parts and multiplies by the sign of the permutation used. The order within each group does not matter, because exchanging two members changes both the string and the permutation sign. \(N\) is extended linearly to sums, and \(N\) of no factors is 1. Permuting the arguments of \(N\) multiplies it by the sign of that permutation.

For two factors,

\[
\begin{aligned}
A_1A_2&=a_1a_2+a_1c_2+c_1a_2+c_1c_2,\\
N(A_1A_2)&=a_1a_2-c_2a_1+c_1a_2+c_1c_2 .
\end{aligned}
\]

The difference is \(a_1c_2+c_2a_1=C_{12}\). Write \(\langle\cdots\rangle\) for the vacuum expectation value. Since \(a_i|0\rangle=0\) and \(\langle0|c_i=0\), a normal product with at least one factor has \(\langle N\rangle=0\). Hence

\[
A_1A_2=N(A_1A_2)+C_{12},\qquad C_{12}=\langle A_1A_2\rangle .
\]

This number is called the contraction of \(A_1\) with \(A_2\).

**Q.** Two factors prove little. What happens when one more operator multiplies a long normal product?

**A.** It contracts once with each factor, with alternating signs:

\[
A_0N(A_1\cdots A_n)=N(A_0A_1\cdots A_n)+\sum_{k=1}^n(-1)^{k-1}C_{0k}\,N(A_1\cdots\widehat{A_k}\cdots A_n),
\]

where the hat marks an omitted factor.

The part \(c_0\) is already on the left, so it gives \(c_0N(\cdots)=N(c_0\cdots)\) and no contraction. For \(a_0\), linearity lets us replace each \(A_k\) by a pure part \(B_k\), either creating or annihilating. Suppose first that \(B_1\cdots B_n\) is already normal ordered. Repeated use of \(a_0B_k=\{a_0,B_k\}-B_ka_0\) gives

\[
a_0B_1\cdots B_n=\sum_k(-1)^{k-1}\{a_0,B_k\}\,B_1\cdots\widehat{B_k}\cdots B_n+(-1)^nB_1\cdots B_na_0 .
\]

The anticommutator is \(C_{0k}\) if \(B_k\) is the creating part and zero otherwise. Removing a factor leaves the string normal ordered. The last term is \(N(a_0B_1\cdots B_n)\), because \(a_0\) has passed \(n\) factors. This is the claimed formula.

**Q.** You assumed that the string was already ordered. In general it is not.

**A.** It can be brought into that order by exchanging neighbours, so it is enough that both sides change sign under such an exchange. The terms with \(N(A_1\cdots A_n)\) and \(N(A_0A_1\cdots A_n)\) do so. In the sum, exchange \(A_k\) and \(A_{k+1}\). Terms that omit some other factor change sign through \(N\). The two remaining terms are

\[
(-1)^{k-1}C_{0k}N(\cdots A_{k+1}\cdots)+(-1)^kC_{0,k+1}N(\cdots A_k\cdots).
\]

After the exchange, \(A_{k+1}\) stands in position \(k\) and acquires \((-1)^{k-1}\), while \(A_k\) acquires \((-1)^k\). Both terms have changed sign, so the formula holds for every string.

**Q.** What does this give for an ordinary product of \(n\) factors, and where do the signs go?

**A.** It gives Wick's theorem:

\[
A_1\cdots A_n=\sum_P s(P)\Big[\prod_{(i,j)\in P}C_{ij}\Big]N(R).
\]

Here \(P\) is a set of disjoint pairs, possibly empty, each written with \(i<j\). \(R\) contains the unpaired factors in their original order. The sign \(s(P)\) is that of the permutation taking the original order to the word "pairs first, then \(R\)". The order of the pairs is irrelevant, since exchanging two of them moves two labels past two.

The proof is by induction. One factor gives \(A_1=N(A_1)\). Assume the theorem for \(A_1\cdots A_n\), multiply by \(A_0\) from the left, and apply the previous formula to each \(A_0N(R)\), with \(R=(r_1,r_2,\ldots)\).

- If \(A_0\) stays unpaired, the word \((0,P,R)\) becomes \((P,0,R)\) by moving 0 past an even number of paired labels. The sign is unchanged, as required.
- If \(A_0\) pairs with \(r_k\), then in \((0,P,R)\) the label \(r_k\) must move next to 0. It passes \(k-1\) unpaired labels and an even number of paired ones. The permutation sign changes by \((-1)^{k-1}\), which is the factor in the formula.

Each set of pairs of the \(n+1\) labels arises once, because 0 is either unpaired or has one partner. This completes the induction.

For six random linear operators there are 76 terms. In a Fock space of four modes, the largest difference between matrix elements of the two sides is \(3\times10^{-15}\). With every \(s(P)\) set to plus, and the signs inside \(N\) kept, it is 10.1.

**Q.** The S-matrix contains time-ordered products. Does a second reordering spoil the signs?

**A.** No, provided that \(T\) carries its own permutation sign. At distinct times define

\[
T(A_1\cdots A_n)=\mathrm{sgn}(\tau)\,A_{\tau_1}\cdots A_{\tau_n},
\]

with later times to the left, and apply the theorem to the sorted product. Each term has the sign \(\mathrm{sgn}(\tau)\) times the sign of a word relative to the sorted order. Together these are the sign of that word relative to the original order \(1,\ldots,n\).

Inside the word, pairs and unpaired labels are still sorted by time. Restoring the original order of the unpaired labels changes the word's sign and \(N\) by the same factor, so their product is unaffected. For a pair whose later member \(i\) has the larger label, exchanging the two labels costs a minus sign, and

\[
-\langle A_iA_j\rangle=\langle T A_jA_i\rangle\qquad(t_i>t_j).
\]

The theorem thus keeps its form, with \(C_{ij}\) replaced by

\[
D_{ij}=\langle T A_iA_j\rangle=-D_{ji}.
\]

At equal times the two orders can differ by the number \(\{A_i,A_j\}\), so the symbol \(T\) needs an additional rule there.

**Q.** And the vacuum value? You still have a sum over many normal products.

**A.** Their vacuum values vanish unless no factor is left unpaired. For odd \(n\) nothing survives. For even \(n\),

\[
\langle T A_1\cdots A_n\rangle=\sum_{\text{complete }P}s(P)\prod_{(i,j)\in P}D_{ij}\equiv\mathrm{Pf}\,D .
\]

This sum defines the Pfaffian of the antisymmetric matrix \(D\). For four factors it reads

\[
\mathrm{Pf}\,D=D_{12}D_{34}-D_{13}D_{24}+D_{14}D_{23}.
\]

The first label has \(n-1\) possible partners, the next free label has \(n-3\), and so on. There are \((n-1)(n-3)\cdots1\) terms: 3, 15 and 105 for four, six and eight factors.

The sign can be read from a drawing. Put the labels on a line and join partners by arcs above it. Order the pairs by their first members and consider \((i,j)\) and \((k,l)\) with \(i<k\). In the word \(i\,j\,k\,l\), only \(j\) can stand before a smaller label:

- separate arcs, \(j<k\), give no inversion;
- crossing arcs, \(k<j<l\), give one;
- nested arcs, \(l<j\), give two.

So \(s(P)=(-1)^{\text{number of crossings}}\). For eight random operators with random time order, direct multiplication in Fock space and the Pfaffian both give \(-3.046923-0.381415\,i\).

**Q.** Does this depend on the state, or would any state do?

**A.** The operator identity does not refer to a state, but the last step used \(\langle N(R)\rangle=0\). In another state this need not hold, and the Pfaffian rule can then fail. Consider

\[
|\Phi\rangle=\frac{1}{\sqrt2}\left(1+b_1^\dagger b_2^\dagger b_3^\dagger b_4^\dagger\right)|0\rangle .
\]

Then \(\langle\Phi|b_4b_3b_2b_1|\Phi\rangle=\tfrac12\). Every \(\langle\Phi|b_ib_j|\Phi\rangle\) is zero, because two annihilators cannot connect states whose particle numbers are equal or differ by four. A Pfaffian of these two-point values would give zero. The missing part is the expectation value of a normal product. The rule does hold in any state that is the vacuum of some complete set of fermion modes. A Slater determinant is one: it is annihilated by \(b_k^\dagger\) for occupied modes and by \(b_k\) for empty ones. With these as the annihilators the derivation applies unchanged, and the contractions are the two-point values in that determinant.

**Q.** Electron amplitudes are usually written with determinants. Where does the Pfaffian go?

**A.** Charge conservation removes every term that pairs two \(\psi\) or two \(\bar\psi\). With \(m\) fields of each kind, \(m!\) of the \((2m-1)(2m-3)\cdots1\) terms remain: 2 of 3 for four fields, 6 of 15 for six. Let \(Q\) count particles minus antiparticles. The Dirac field removes a particle or adds an antiparticle, and \(\bar\psi=\psi^\dagger\gamma^0\) does the reverse, so

\[
[Q,\psi]=-\psi,\qquad[Q,\bar\psi]=+\bar\psi,\qquad Q|0\rangle=0 .
\]

Taking the vacuum value of \([Q,\psi\psi']=-2\psi\psi'\) gives \(0=-2\langle\psi\psi'\rangle\). This holds in either order, so \(\langle T\psi\psi'\rangle=0\), and likewise \(\langle T\bar\psi\bar\psi'\rangle=0\). Each \(\psi\) must pair with a \(\bar\psi\), and unequal numbers of them give zero.

Now take the order \(\psi(1)\cdots\psi(m)\,\bar\psi(m')\cdots\bar\psi(1')\), where a number stands for a spacetime point and a spinor component. A complete pairing joins \(\psi(i)\) to \(\bar\psi(\sigma(i)')\) for some permutation \(\sigma\). For \(i<k\) the two arcs cross if \(\bar\psi(\sigma(i)')\) stands to the left of \(\bar\psi(\sigma(k)')\). As the barred fields are in descending order, this means \(\sigma(i)>\sigma(k)\). The crossings are the inversions of \(\sigma\), and therefore

\[
\begin{aligned}
\langle T\psi(1)\cdots\psi(m)\bar\psi(m')\cdots\bar\psi(1')\rangle
&=\sum_\sigma\mathrm{sgn}(\sigma)\prod_{i=1}^mS(i,\sigma(i)')\\
&=\det S(i,j'),
\end{aligned}
\]

with \(S(i,j')=\langle T\psi(i)\bar\psi(j')\rangle\).

If the barred fields are written in ascending order, reversing them takes \(m(m-1)/2\) exchanges, and the determinant acquires the factor \((-1)^{m(m-1)/2}\).

The determinant also contains the Pauli principle. Take finitely many modes, so that \(S\) is smooth except at equal times. When two unbarred fields have the same component and their points approach each other, two rows become equal and the amplitude vanishes, provided that no barred time lies between the two times. The proviso is needed because \(S\) jumps at \(t=t'\) by the anticommutator \(\{\psi,\bar\psi\}\), so rows taken on opposite sides of a barred time can stay different.

**Q.** You call \(S\) a propagator. So far it is just a vacuum value.

**A.** Compute it for the free Dirac field in a periodic box of volume \(V\), with \(p\cdot x=Et-\mathbf p\cdot\mathbf r\) and \(E=\sqrt{m^2c^4+c^2\mathbf p^2}\):

\[
\psi(x)=\frac1{\sqrt V}\sum_{\mathbf p,s}\left[b_{\mathbf ps}u_{\mathbf ps}e^{-ip\cdot x/\hbar}+d^\dagger_{\mathbf ps}v_{\mathbf ps}e^{+ip\cdot x/\hbar}\right],\quad u^\dagger u=v^\dagger v=1 .
\]

The Dirac equation makes \(u_{\mathbf p}\) an eigenvector of \(h(\mathbf p)=c\gamma^0\boldsymbol\gamma\cdot\mathbf p+\gamma^0mc^2\) with eigenvalue \(+E\). The second exponential has momentum \(-\mathbf p\), so \(v_{\mathbf p}\) is an eigenvector of \(h(-\mathbf p)\) with eigenvalue \(-E\). As \(h^2=E^2\), the projectors on these eigenspaces are

\[
\sum_su\,u^\dagger=\frac{E+h(\mathbf p)}{2E},\qquad\sum_sv\,v^\dagger=\frac{E-h(-\mathbf p)}{2E}.
\]

Multiply by \(\gamma^0\) from the right. Since \(\gamma^0\boldsymbol\gamma\gamma^0=-\boldsymbol\gamma\), we have \(h(\mathbf p)\gamma^0=-c\boldsymbol\gamma\cdot\mathbf p+mc^2\). With \(\slashed p=\gamma^0E/c-\boldsymbol\gamma\cdot\mathbf p\),

\[
\sum_su\bar u=\frac{c(\slashed p+mc)}{2E},\qquad\sum_sv\bar v=\frac{c(\slashed p-mc)}{2E}.
\]

For \(t>t'\) only \(\langle bb^\dagger\rangle\) contributes. For \(t<t'\) only \(\langle dd^\dagger\rangle\) does, with the minus sign of \(T\):

\[
S(x,x')=\frac1V\sum_{\mathbf p}\frac{c}{2E}
\begin{cases}
(\slashed p+mc)\,e^{-ip\cdot(x-x')/\hbar}, & t>t',\\
-(\slashed p-mc)\,e^{+ip\cdot(x-x')/\hbar}, & t<t'.
\end{cases}
\]

**Q.** That has two cases. The Feynman propagator is one expression.

**A.** The two cases are the two ways of closing one contour. For a momentum set that contains \(-\mathbf p\) with every \(\mathbf p\), consider

\[
\frac1V\sum_{\mathbf p}e^{i\mathbf p\cdot(\mathbf r-\mathbf r')/\hbar}\int\frac{dp^0}{2\pi\hbar}\,
\frac{i\hbar(\gamma^0p^0-\boldsymbol\gamma\cdot\mathbf p+mc)}{(p^0)^2-E^2/c^2+i0}\,e^{-ip^0c(t-t')/\hbar}.
\]

For \(t>t'\) the contour closes below, around \(p^0=E/c-i0\). The prefactor is

\[
\frac{1}{2\pi\hbar}\,(i\hbar)(-2\pi i)\,\frac{c}{2E}=\frac{c}{2E},
\]

which is the first case. For \(t<t'\) it closes above, around \(p^0=-E/c+i0\). The factors \(+2\pi i\) and \(-c/(2E)\) again give \(c/(2E)\), and the numerator is \(-\gamma^0E/c-\boldsymbol\gamma\cdot\mathbf p+mc\). Renaming \(\mathbf p\to-\mathbf p\) turns it into \(-(\slashed p-mc)\) and the exponential into \(e^{+ip\cdot(x-x')/\hbar}\), which is the second case. In infinite volume \(V^{-1}\sum_{\mathbf p}\) becomes \(\int d^3p/(2\pi\hbar)^3\). In this convention \(S\) includes the factor \(i\hbar\).

**Q.** Show me a case in which time order and exchange both matter.

**A.** Take a cubic box with side \(h/(mc)=2.426\times10^{-10}\) cm. Its momenta are integer multiples of \(mc\) along each axis. Keep only \(\mathbf p=\pm(1,1,1)mc\), for which \(E=\sqrt{1+3}\,mc^2=2mc^2\). This truncated field is a model and does not give the full electron propagator, but it is linear in creators and annihilators, so the theorem applies to it without approximation. With times in \(\hbar/(mc^2)\) and lengths in \(\hbar/(mc)\), choose:

| field | component | \(t\) | \(\mathbf r\) |
|---|---|---|---|
| \(\psi(1)\) | 1 | 0.9 | (0.3, 0.1, 0.2) |
| \(\psi(2)\) | 3 | 0.2 | (−0.4, 0.2, −0.1) |
| \(\bar\psi(1')\) | 1 | 0.0 | (0.1, −0.2, 0.2) |
| \(\bar\psi(2')\) | 3 | 0.5 | (0.5, 0.2, 0.2) |

Let \(\gamma^0=\mathrm{diag}(1,1,-1,-1)\). For \(S(1,1')\) the time difference is 0.9, and \(\mathbf p\cdot(\mathbf r-\mathbf r')/\hbar=\pm0.5\). The matrix \(\boldsymbol\gamma\cdot\mathbf p\) has no 11 element, so the spin factor is \((2+1)/4\) for both momenta:

\[
S(1,1')=\frac{2+1}{4}\,2\cos(0.5)\,e^{-1.8i}\,\frac1V=\frac{-0.2991-1.2819\,i}{V}.
\]

The other elements follow in the same way. In units of \(1/V\),

\[
\begin{aligned}
S(1,2')&=0.1060+0.1029\,i,\\
S(2,1')&=-0.0758-0.1793\,i,\\
S(2,2')&=0.4486-0.3069\,i .
\end{aligned}
\]

The last one has \(t<t'\) and uses the second case of \(S\). In units of \(1/V^2\),

\[
\begin{aligned}
S(1,1')S(2,2')&=-0.5276-0.4833\,i,\\
S(1,2')S(2,1')&=+0.0104-0.0268\,i,\\
\det S&=-0.5380-0.4565\,i .
\end{aligned}
\]

Multiplying the four operators in the 256-dimensional Fock space gives the same value. There the time order is \(\psi(1)\bar\psi(2')\psi(2)\bar\psi(1')\), one exchange away from the written order, so \(T\) contributes \(-1\). The modulus is \(0.7056/V^2\), or \(3.458\times10^{57}\ \mathrm{cm^{-6}}\). With a third pair of points, 6 of the 15 pairings are nonzero, one for each permutation of three objects.

**Q.** Is charge conservation really what removes the other pairings?

**A.** It removes them because each field changes \(Q\) by a definite amount. Use fields without a definite charge and they return. At the same points replace each field by itself plus its Hermitian conjugate. The new fields are still linear, but no longer carry a definite charge. In units of \(1/V^2\), with labels in the order written,

\[
\begin{aligned}
D_{14}D_{23}-D_{13}D_{24}&=-0.9797-0.7519\,i,\\
D_{12}D_{34}&=-0.4144-0.3796\,i .
\end{aligned}
\]

The sum, \(-1.3940-1.1315\,i\), is the Pfaffian and agrees with the Fock-space product. The first line alone is the determinant formula, and it fails here.

**Q.** In a Feynman diagram, where would I see these signs?

**A.** In closed fermion loops, for example. An interaction vertex contains a normal-ordered bilinear. Take the simplest one, \(J(x)=\bar\psi_a(x)\psi_a(x)\), summed over \(a\). The two-factor formula gives \(N(J)=J-\langle J\rangle\), so

\[
\langle N(J(x))N(J(y))\rangle=\langle J(x)J(y)\rangle-\langle J(x)\rangle\langle J(y)\rangle .
\]

Let \(x\) be later. The four-factor expansion of \(\langle\bar\psi_a(x)\psi_a(x)\bar\psi_b(y)\psi_b(y)\rangle\) has three terms. The subtraction cancels the pairing inside each vertex, and the crossed pairing vanishes by charge. The nested one remains:

\[
\langle\bar\psi_a(x)\psi_b(y)\rangle\langle\psi_a(x)\bar\psi_b(y)\rangle=-S_{ba}(y,x)\,S_{ab}(x,y).
\]

The minus sign arises because \(S_{ba}(y,x)\) has \(\psi\) written first, while \(\bar\psi_a(x)\) is the later field. Summing over components,

\[
\langle T\,N(J(x))N(J(y))\rangle=-\mathrm{tr}\,[S(x,y)S(y,x)].
\]

If \(y\) is later, the same argument with \(x\) and \(y\) exchanged gives the same trace by cyclicity. Moving a bilinear past another costs no sign. Between points 1 and 2 of the example, the Fock-space correlation is \((-2.8267-1.0050\,i)/V^2\), while the trace is \((+2.8267+1.0050\,i)/V^2\). The numerical check includes this comparison.

**Q.** Tree diagrams have no loops. Is there anything left of the signs?

**A.** Yes, the relative sign of exchange diagrams. External electrons enter as further linear operators, \(b^\dagger\) on the right for incoming and \(b\) on the left for outgoing particles, so the same pairing rule covers them. Exchanging the two outgoing operators gives \(\langle0|b_2b_1=-\langle0|b_1b_2\). In electron–electron scattering, the two diagrams that differ by this exchange therefore enter the amplitude with opposite signs.

## Computed values

```
Random operators, 4 modes (dimensionless)
partial pairings of 6 factors: 76
full pairings of 4, 6, 8 factors: [3, 15, 105]
lemma, largest matrix error: 7.1e-16
Wick, 6 factors, largest error: 2.7e-15
same with all signs set to +: 10.103
time-ordered Wick, largest error: 1.8e-15
8 factors, Fock space: -3.046923 -0.381415 i
8 factors, Pfaffian:   -3.046923 -0.381415 i
Dirac field; t in hbar/(mc^2), r in hbar/(mc)
momenta in mc: [[1.0, 1.0, 1.0], [-1.0, -1.0, -1.0]]
energy of each mode: 2.000000 mc^2
psi 1: component 1, (t,x,y,z) = (0.9, 0.3, 0.1, 0.2)
psi 2: component 3, (t,x,y,z) = (0.2, -0.4, 0.2, -0.1)
psi 3: component 1, (t,x,y,z) = (0.7, 0.0, -0.3, -0.4)
psibar 1: component 1, (t,x,y,z) = (0.0, 0.1, -0.2, 0.2)
psibar 2: component 3, (t,x,y,z) = (0.5, 0.5, 0.2, 0.2)
psibar 3: component 1, (t,x,y,z) = (0.35, -0.5, 0.1, 0.7)
p0 quadrature against spin sums, error: 3.5e-14 /V
S(1,1') = -0.299083 -1.281948 i /V
S(1,2') = +0.105997 +0.102945 i /V
S(2,1') = -0.075823 -0.179339 i /V
S(2,2') = +0.448600 -0.306904 i /V
time order of psi1 psi2 psibar2 psibar1: [1, 3, 2, 4]
sign of that ordering: -1
direct term S(1,1')S(2,2'):   -0.527603 -0.483292 i /V^2
exchange term S(1,2')S(2,1'): +0.010425 -0.026815 i /V^2
four-point, determinant: -0.538028 -0.456477 i /V^2
four-point, Fock space:  -0.538028 -0.456477 i /V^2
box side h/(mc): 2.426310e-10 cm
box volume V: 1.428364e-29 cm^3
modulus of four-point: 0.705582 /V^2
the same modulus: 3.4584e+57 cm^-6
six-point, determinant: +0.310242 -0.015092 i /V^3
six-point, Fock space:  +0.310242 -0.015092 i /V^3
nonzero pairings in six-point: 6 of 15
Self-conjugate fields psi + psi^dagger, psibar + psibar^dagger
Fock space:          -1.394021 -1.131485 i /V^2
Pfaffian:            -1.394021 -1.131485 i /V^2
determinant formula: -0.979662 -0.751926 i /V^2
omitted D12 D34:     -0.414359 -0.379559 i /V^2
Closed loop between psi points 1 and 2
density correlation, Fock space: -2.826667 -1.004964 i /V^2
tr[S(1,2)S(2,1)]:                +2.826667 +1.004964 i /V^2
```
